\section*{Normal-incidence phonon transmission through a massless spring joint, part 2}

A longitudinal wave of angular frequency $\omega$ strikes a plane joint between two elastic half-spaces at right angles, coming from medium 1 on the left towards medium 2 on the right, in the $+x$ direction. We ask for $T$, the transmitted fraction of the incident energy flux. Formulas are in SI units, with $\omega$ in rad/s.

Medium $i$ has density $\rho_i$, longitudinal speed $c_i$, modulus $M_i=\rho_ic_i^2$, impedance $Z_i=\rho_ic_i$ and, without dispersion, wavenumber $k_i=\omega/c_i$. The displacement is $u$, the velocity $v=\partial u/\partial t$, and the normal stress $\sigma$ is positive in tension. Fields are real parts of complex ones with the time factor $e^{-i\omega t}$. A wave of displacement amplitude $U$ carries the mean flux $\tfrac12\omega^2Z|U|^2$.

The joint has stiffness $K$ per unit area: a stress $\sigma$ opens it by $\sigma/K$. For unit incident amplitude, $r$ and $t$ are the reflected and transmitted displacement amplitudes, and $T=(Z_2/Z_1)|t|^2$. A massless spring joint obeys
\begin{equation}
\sigma=i\omega Z_1(1-r)=i\omega Z_2t,\qquad \frac{\sigma}{K}=t-(1+r),
\label{eq:carry}
\end{equation}
with the solution $t=2Z_1/(Z_1+Z_2-ib)$, where $b=\omega Z_1Z_2/K$, and
\begin{equation}
T=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+b^2}=\frac{T_0}{1+(\omega/\omega_c)^2},\qquad
\omega_c=K\left(\frac1{Z_1}+\frac1{Z_2}\right).
\label{eq:carryT}
\end{equation}
Here $T_0=4Z_1Z_2/(Z_1+Z_2)^2$ is the value for a rigid joint, $1/K=0$. For a massless, lossless spring joint with finite $K$, $T$ decreases strictly as $\omega$ grows from zero. At high frequency
\begin{equation}
T\simeq\frac{Z_2}{Z_1}\left(\frac{2K}{\omega Z_2}\right)^2
=\frac{4K^2}{\omega^2Z_1Z_2}\qquad(\omega\gg\omega_c).
\label{eq:high}
\end{equation}
This approximation is larger than the full formula by the relative amount $\omega_c^2/\omega^2$.

\subsection{A joint with mass}

\paragraph{Proposition 1.} Replace the spring by a uniform elastic layer of thickness $d$, density $\rho_l$ and modulus $Kd$, so that its static stiffness per area is $K$. Let $c_l=\sqrt{Kd/\rho_l}$, $Z_l=\rho_lc_l$ and $\beta=\omega d/c_l$. Then
\begin{equation}
T_l=\frac{4Z_1Z_2}{(Z_1+Z_2)^2\cos^2\beta+(Z_1Z_2/Z_l+Z_l)^2\sin^2\beta}.
\label{eq:layer}
\end{equation}

\paragraph{Proof.} Inside the layer $u'=\sigma/(Kd)$ and $\sigma'=-\rho_l\omega^2u$. Both fields are combinations of $\cos(\omega x/c_l)$ and $\sin(\omega x/c_l)$. Since $Kd\,\omega/c_l=\omega Z_l$, the values at the two faces are related by
\begin{align}
u(d)&=u(0)\cos\beta+\frac{\sigma(0)}{\omega Z_l}\sin\beta,\\
\sigma(d)&=-\omega Z_l\,u(0)\sin\beta+\sigma(0)\cos\beta .
\end{align}
Insert $u(0)=1+r\equiv p$, $\sigma(0)=i\omega Z_1(1-r)\equiv i\omega Z_1m$, $u(d)=t$ and $\sigma(d)=i\omega Z_2t$, and divide the second line by $i\omega$:
\begin{equation}
t=p\cos\beta+\frac{iZ_1}{Z_l}m\sin\beta,\qquad
Z_2t=iZ_lp\sin\beta+Z_1m\cos\beta .
\end{equation}
The determinant for $p$ and $m$ is $Z_1(\cos^2\beta+\sin^2\beta)=Z_1$, so
\begin{equation}
p=t\left(\cos\beta-\frac{iZ_2}{Z_l}\sin\beta\right),\qquad
m=\frac{t}{Z_1}\left(Z_2\cos\beta-iZ_l\sin\beta\right).
\end{equation}
By definition $p+m=2$. Adding the two expressions and multiplying by $Z_1$ gives
\begin{equation}
t=\frac{2Z_1}{(Z_1+Z_2)\cos\beta-i(Z_1Z_2/Z_l+Z_l)\sin\beta},
\end{equation}
and $T_l=(Z_2/Z_1)|t|^2$ is \eqref{eq:layer}. $\square$

Let $d\to0$ at fixed $K$ and $\rho_l$. Then $\beta=\omega\sqrt{\rho_ld/K}\to0$, $\sin\beta/Z_l\to\omega/K$ and $Z_l\sin\beta\to\omega\rho_ld\to0$. The spring formula \eqref{eq:carryT} is recovered. To first order in $\beta^2=\omega^2\rho_ld/K$, use $\cos^2\beta\simeq1-\beta^2$, $\sin\beta/Z_l\simeq(\omega/K)(1-\beta^2/6)$ and $Z_1Z_2\,\omega^2\rho_ld/K=Z_1Z_2\beta^2$. The denominator of \eqref{eq:layer} then changes by
\begin{equation}
-(Z_1+Z_2)^2\beta^2+2Z_1Z_2\beta^2-\tfrac13b^2\beta^2
=-\beta^2\left(Z_1^2+Z_2^2+\tfrac13b^2\right)<0 .
\label{eq:masscorr}
\end{equation}
This expansion holds $K$ and $\omega$ fixed and omits the term $Z_l^2\sin^2\beta\simeq(\omega\rho_ld)^2=\beta^2Z_l^2$, which is of second order in the mass. A light layer, with $Z_l^2$ well below $Z_1^2+Z_2^2$, therefore raises the transmission. A stiff, heavy layer can lower it even at small $\beta$: for $Z_1=Z_2$, $Z_l=10Z_1$ and $\beta=0.1$, equation \eqref{eq:layer} gives 0.80 where the spring formula gives 1.00. The steady fall itself can be lost. The denominator of \eqref{eq:layer} equals $(Z_1+Z_2)^2+\sin^2\beta\,(Z_l^2-Z_1^2)(Z_l^2-Z_2^2)/Z_l^2$. If $Z_l$ lies outside the range between $Z_1$ and $Z_2$, $T_l$ falls up to $\beta=\pi/2$ and then recovers: at $\beta=\pi$ the layer is half a wavelength thick and $T_l=T_0$. If $Z_l$ lies between $Z_1$ and $Z_2$, the layer acts as a matching layer and $T_l$ rises above $T_0$ from the lowest frequencies. The decrease proved for the spring joint thus depends on neglecting the joint's inertia. The conditions $\beta\ll1$ and $\omega\rho_ld\ll Z_1+Z_2$ keep $T_l$ close to the spring value, but the fall with frequency also needs $Z_l$ outside the range between $Z_1$ and $Z_2$.

\subsection{Atomic structure of the media}

\paragraph{Proposition 2.} Replace each medium by a chain of atomic planes with spacing $a_i$, mass per area $\rho_ia_i$ and bond stiffness $\kappa_i=M_i/a_i$. Let the bond across the joint have compliance $1/\kappa_b=1/K+1/(2\kappa_1)+1/(2\kappa_2)$. Below the top frequencies $\omega_{\max,i}=2c_i/a_i$ of both chains, $T$ is given by \eqref{eq:carryT} with each $Z_i$ replaced by $Z_i'=Z_i/\cos\varphi_i$, where $\sin\varphi_i=\omega/\omega_{\max,i}$.

\paragraph{Proof.} For $u_n\propto e^{2i\varphi n}$ the equation of motion $\rho a\,\ddot u_n=\kappa(u_{n+1}-2u_n+u_{n-1})$ gives $\rho a\,\omega^2=4\kappa\sin^2\varphi$, hence the stated $\sin\varphi$. Also
\begin{equation}
2\kappa\sin\varphi=\omega\sqrt{\kappa\rho a}=\omega Z .
\label{eq:kz}
\end{equation}
Refer the amplitudes $1,r,t$ to the joint, half a spacing from the last plane on each side. The last planes have displacements $u_L=e^{-i\varphi_1}+re^{i\varphi_1}$ and $u_R=te^{i\varphi_2}$. Each last plane moves as if its own chain continued, so the joint bond must supply the force $F$ of the bond it replaces:
\begin{align}
F&=\kappa_1\big[(e^{i\varphi_1}+re^{-i\varphi_1})-u_L\big]
=2i\kappa_1\sin\varphi_1\,(1-r)=i\omega Z_1(1-r),\\
F&=\kappa_2\big[u_R-te^{-i\varphi_2}\big]=i\omega Z_2t .
\end{align}
By \eqref{eq:kz}, $u_L=(1+r)\cos\varphi_1-F/(2\kappa_1)$ and $u_R=t\cos\varphi_2+F/(2\kappa_2)$. In $F/\kappa_b=u_R-u_L$ the half-bond terms cancel, which leaves
\begin{equation}
F/K=t\cos\varphi_2-(1+r)\cos\varphi_1 .
\end{equation}
In terms of the amplitudes multiplied by $\cos\varphi_i$, these are the relations \eqref{eq:carry} with $Z_i'$ in place of $Z_i$.

The flux follows the same rule. The mean power passed along a bond, $-\tfrac12\mathrm{Re}[\kappa(u_{n+1}-u_n)v_{n+1}^*]$, equals $\tfrac12\omega\kappa\sin(2\varphi)|U|^2$. By \eqref{eq:kz} this is $\tfrac12\omega^2Z\cos\varphi\,|U|^2=\tfrac12\omega^2Z'|U\cos\varphi|^2$. $\square$

\subsection{From one frequency to a thermal beam}

Consider phonons travelling close to the normal, with a small temperature difference across the joint at mean temperature $\Theta$. Without dispersion, the number of modes per frequency interval in a narrow cone is proportional to $\omega^2$. Each mode carries energy $\hbar\omega$ times its Bose occupation $n=1/(e^x-1)$, $x=\hbar\omega/k_B\Theta$. The net flux contains $\partial n/\partial\Theta=(x/\Theta)e^x/(e^x-1)^2$, so the spectral weight is
\begin{equation}
w(x)=\frac{x^4e^x}{(e^x-1)^2},\qquad
\overline T(\Theta)=\frac{\int_0^\infty w(x)\,T(xk_B\Theta/\hbar)\,dx}{\int_0^\infty w(x)\,dx}.
\end{equation}
For each $x>0$, a higher $\Theta$ means a higher frequency and a smaller $T$. Hence $\overline T$ falls with temperature in this model.

The heat carried per kelvin nevertheless rises. It is proportional to $\Theta^3\,\overline T$, and at each fixed frequency $\partial n/\partial\Theta$ grows with $\Theta$. Compliance slows this rise. Note also that $\overline T$ is not the full boundary conductance, which includes oblique and transverse waves.

\subsection{Worked example: a weakly bonded film on germanium}

Medium 1 is a model light-metal film with round values, $3.0\ \mathrm{g/cm^3}$ and $6.0\ \mathrm{km/s}$. Medium 2 is germanium with the rough values $5.3\ \mathrm{g/cm^3}$ and $4.9\ \mathrm{km/s}$. The joint has $K=30\ \mathrm{GPa/nm}$, roughly in the range of van der Waals contacts. In units of $10^6\ \mathrm{kg\,m^{-2}s^{-1}}$,
\begin{equation}
Z_1=3.0\times6.0=18.00,\qquad Z_2=5.3\times4.9=25.97,
\end{equation}
\begin{equation}
T_0=\frac{4\times18.00\times25.97}{(43.97)^2}=0.967 .
\end{equation}
One $\mathrm{GPa/nm}$ divided by the impedance unit is $10^{12}\ \mathrm{s^{-1}}$, so
\begin{equation}
\omega_c=30\left(\frac1{18.00}+\frac1{25.97}\right)=2.82\ \mathrm{rad/ps},\qquad
f_c=\frac{\omega_c}{2\pi}=0.449\ \mathrm{THz}.
\end{equation}
The transmission at frequency $f$ is then
\begin{center}
\begin{tabular}{lcccccc}
$f$ (THz) & 0.05 & 0.10 & 0.20 & 0.30 & 0.50 & 1.00\\
$T$ & 0.96 & 0.92 & 0.81 & 0.67 & 0.43 & 0.16
\end{tabular}
\end{center}
Mismatch alone would cost about 3\% of the incident energy at each of these frequencies. At 1 THz the high-frequency law \eqref{eq:high} gives 0.195, about 20\% above the full formula, as expected from $(f_c/f)^2=0.20$.

A calculation in time tests the formula without assuming harmonic waves. Both media were divided into cells that sound crosses in 0.01 ps, and a Gaussian pulse with a standard deviation of 0.2 ps was followed through the joint in steps of 0.009 ps. The ratio of transmitted to incident spectral energy at 0.1, 0.5 and 1.0 THz was 0.9215, 0.4318 and 0.1622. Formula \eqref{eq:carryT} gives 0.9215, 0.4319 and 0.1623. With a rigid joint and the same media, the pulse gave 0.9671 at all three frequencies.

The thermal weight peaks at $x=3.83$, which is 0.32 THz at 4 K. Without dispersion in the media, the means are $\overline T=0.91$, 0.57 and 0.24 at 1, 4 and 10 K. With the chains of Proposition 2, branch tops of 9 THz for the film and 7 THz for germanium, and modes counted by their wavenumber in the film, the 10 K mean is 0.233 instead of 0.236. From 4 to 10 K the factor $\Theta^3$ grows by 15.6, but the heat carried per kelvin by the normal beam grows by $15.6\times0.2357/0.5720=6.4$.

\subsection{How far neglected effects move the numbers}

The following changes are relative to the $T$ of the massless, uniform, lossless joint at the same frequency.

\paragraph{Uneven bonding.} Let half the area have stiffness $0.5K$ and half $1.5K$, in patches much wider than the wavelength, so that their transmitted energies add. At 0.3 THz $T$ falls by 14\%; at 1 THz it rises by 7\%. The sign change follows from the curvature of $T$ as a function of $K$. With $g=\omega Z_1Z_2/(Z_1+Z_2)$,
\begin{equation}
T=\frac{T_0K^2}{K^2+g^2},\qquad
\frac{\partial^2T}{\partial K^2}=\frac{2T_0g^2(g^2-3K^2)}{(K^2+g^2)^3}.
\end{equation}
A small spread of $K$ lowers the mean for $\omega<\sqrt3\,\omega_c$ and raises it above that frequency, here 0.78 THz.

\paragraph{Mass.} A trapped layer of 0.3 nm and $1.0\ \mathrm{g/cm^3}$ has $c_l=3.0\ \mathrm{km/s}$. Equation \eqref{eq:layer} raises $T$ by 1.6\% at 0.3 THz and by 15\% at 1 THz. In this formula $T$ returns to $T_0$ at the half-wave frequency of 5 THz. A layer this thin is only about one molecule thick, however, and need not behave as a continuum. Treated as a single mass between two springs of stiffness $2K$, it raises $T$ by 1.8\% at 0.3 THz and by 23\% at 1 THz, and the transmission peaks near 3.15 THz. The continuum figures are therefore rough at 1 THz and unreliable near the resonance.

\paragraph{Loss.} A stiffness $K(1-i\eta)$ adds a stress in phase with the opening rate. Its effect on $t$ is to replace $b$ by $b/(1-i\eta)$. For $\eta=0.1$, $T$ falls by 8\% at 0.3 THz and by 6\% at 1 THz. The joint absorbs 10\% and 8\% of the incident energy.

\paragraph{Dispersion.} With rough branch tops of 9 THz for the film and 7 THz for germanium, Proposition 2 lowers $T$ by 0.05\% at 0.3 THz and by 1.4\% at 1 THz. The 7 THz is a model value near germanium's zone-boundary longitudinal frequency; along [100] the longitudinal branch continues to about 9 THz, and a top of 9.1 THz gives 1.0\% at 1 THz instead. Here $1/K$ is the compliance of the joint beyond that of two half-bonds of the media. If $K$ is instead the stiffness of the contact bond itself, $\kappa_b=K$, the joint is slightly stiffer and $T$ rises by 3.4\% and 8.4\%.

\paragraph{Roughness.} Where a gently sloped joint is displaced by $h$, the reflected wave gains the phase $2k_1h$ and the transmitted wave $(k_1-k_2)h$. For Gaussian heights with rms value $s$, completing the square gives $\langle e^{iqh}\rangle=e^{-q^2s^2/2}$, so the share $e^{-q^2s^2}$ of the energy stays in the normal beam. For $s=0.2$ nm at 1 THz this is 0.84 of the reflected and 0.998 of the transmitted energy.

\paragraph{Large opening.} For incident flux $I$, the transmitted flux $TI=\sigma^2/(2Z_2)$ gives the opening $\sigma/K=\sqrt{2Z_2TI}/K$. For a coherent wave of $100\ \mathrm{W/cm^2}$ it is at most 0.24 pm, or 0.08\% of a 0.3 nm gap. If the faces attract and repel each other as half-spaces of Lennard-Jones atoms with an equilibrium gap of 0.3 nm, the force at this opening differs from its linear value by about 0.5\%. The linear law is then a good approximation for this wave; thermal and zero-point motion are not included in the estimate.

\subsection{The model beside a real device}

The germanium values are ordinary ones, and the stiffness stands for a weak contact such as a transferred film. Since $\omega_c\propto K$, a joint ten times stiffer would have its corner near 4.5 THz at the same impedances, more than half of germanium's 7 THz branch top, where the dispersion of Proposition 2 can no longer be neglected: with the chains $T$ reaches $T_0/2$ at 3.9 THz, or at 6.0 THz if $K$ is the stiffness of the contact bond itself. If the contact is uneven, the patch estimate shows shifts of order 10\% for a spread of $\pm50\%$ in $K$; a spread of $\pm90\%$ shifts $T$ by $-34\%$ at 0.3 THz and by $+26\%$ at 1 THz. A real film is also finite: the half-space result applies to it while echoes from its far side can be separated or ignored.

The strongest restriction is temperature. At 4 K only 0.7\% of the thermal weight lies above 1 THz, so the continuum treatment of the media is adequate at that temperature. At 300 K the same weight would peak at 24 THz, far above the 7 THz branch top. The example therefore gives no room-temperature boundary resistance; that needs the full lattice spectrum, all angles and polarizations, and anharmonic processes at the joint. The numerical output below gives more digits for most of the values; it does not cover the single-mass layer or the case $\kappa_b=K$.

\section*{Calculated quantities}
\begin{verbatim}
film: density 3.0 g/cm3, speed 6.0 km/s
germanium (rough): density 5.3 g/cm3, speed 4.9 km/s
impedances Z1, Z2: 18.00, 25.97 1e6 kg/(m2 s)
interface stiffness K: 30.0 GPa/nm
rigid-joint transmission T0: 0.9671
corner omega_c: 2.822 rad/ps; f_c: 0.4491 THz
f = 0.05 THz: T = 0.9553, T/T0 = 0.9878
f = 0.10 THz: T = 0.9215, T/T0 = 0.9528
f = 0.20 THz: T = 0.8071, T/T0 = 0.8345
f = 0.30 THz: T = 0.6687, T/T0 = 0.6915
f = 0.50 THz: T = 0.4319, T/T0 = 0.4465
f = 1.00 THz: T = 0.1623, T/T0 = 0.1678
high-frequency law at 1 THz: T = 0.1951
pulse run, 0.1 THz: T = 0.9215; rigid joint 0.9671
pulse run, 0.5 THz: T = 0.4318; rigid joint 0.9671
pulse run, 1.0 THz: T = 0.1622; rigid joint 0.9671
thermal mean of T at 1 K: 0.9144
thermal mean of T at 4 K: 0.5720
thermal mean of T at 10 K: 0.2357
thermal weight peaks at x = 3.830
peak frequency at 4 K: 0.319 THz; 300 K: 23.9 THz
thermal weight above 1 THz at 4 K: 0.70 %
branch tops (rough), film, Ge: 9.0, 7.0 THz
chain spacings, film, Ge: 0.212, 0.223 nm
trapped layer: 0.3 nm, 1.0 g/cm3, speed 3.00 km/s
patches: half the area at 0.5 K, half at 1.5 K; loss factor 0.1
0.3 THz, lattice chains: T = 0.6684, change -0.1 %
0.3 THz, layer with mass: T = 0.6797, change +1.6 %
0.3 THz, uneven patches: T = 0.5772, change -13.7 %
0.3 THz, lossy spring: T = 0.6144, change -8.1 %
0.3 THz, absorbed in lossy spring: 9.93 %
1.0 THz, lattice chains: T = 0.1601, change -1.4 %
1.0 THz, layer with mass: T = 0.1874, change +15.4 %
1.0 THz, uneven patches: T = 0.1742, change +7.3 %
1.0 THz, lossy spring: T = 0.1523, change -6.2 %
1.0 THz, absorbed in lossy spring: 8.20 %
massive layer, half-wave at 5.00 THz: T = 0.9671
roughness 0.2 nm rms, 1 THz: coherent share of reflected wave 0.839
same, transmitted wave: 0.9978
coherent incident flux: 100 W/cm2
largest gap opening: 0.236 pm, 0.079 % of gap
\end{verbatim}
